# Weakly Coupled Sensors and the Two-Photon Mollow Spectrum

A molecule that behaves as a two-level emitter, driven by a strong resonant laser, emits a three-peaked fluorescence spectrum, the Mollow triplet. Put a narrow filter and a detector in each of two output arms, tune the filters separately, and count coincidences. The coincidence rate depends on both filter frequencies. Even where neither filter sits on a peak, it can far exceed the rate expected for independent photons. Computing it directly requires a four-time correlation function integrated over every order of its times. A simpler calculation replaces each filter and detector by a weakly excited two-level system and reads off populations. The question is why these populations contain the same information, and what they show for the driven molecule.

Set \(\hbar=1\) and measure frequencies from the laser frequency. The emitter has ground state \(|g\rangle\), excited state \(|e\rangle\) and lowering operator \(\sigma=|g\rangle\langle e|\). Its density matrix obeys \(\dot\rho=L\rho\), where \(L\) is a Markovian generator with one steady state, reached from every initial state. Thus zero is a simple eigenvalue of \(L\), and the other eigenvalues have negative real parts. The emitted field is taken proportional to \(\sigma\), apart from incoming vacuum, which does not contribute to time- and normally ordered averages. A filter of centre \(\omega_i\) and full width \(\Gamma\) produces

\[
F_i(t)=\int_{-\infty}^{t}dt'\,e^{-(i\omega_i+\Gamma/2)(t-t')}\sigma(t').
\]

The filtered intensities and their normalized coincidence are

\[
S_i=\langle F_i^\dagger F_i\rangle,\quad
S_{12}=\langle T_-[F_1^\dagger F_2^\dagger]\,T_+[F_2F_1]\rangle,\quad
g_2=\frac{S_{12}}{S_1S_2}.
\]

Here \(T_+\) places later \(\sigma\) operators to the left and \(T_-\) places later \(\sigma^\dagger\) operators to the right. We need \(S_1S_2\ne0\).

Now attach two distinct two-level sensors with lowering operators \(s_i\), frequencies \(\omega_i\) and decay rates \(\Gamma\). Their coupling to the emitter is \(\varepsilon\sum_i(\sigma s_i^\dagger+\sigma^\dagger s_i)\). Two sensors are needed even at equal frequencies, because \(s_i^2=0\) prevents one of them from holding two photons. With \(n_i=s_i^\dagger s_i\), the claim is

\[
\frac{\langle n_1n_2\rangle}{\langle n_1\rangle\langle n_2\rangle}
=g_2(\omega_1,\omega_2)+O(\varepsilon^2). \tag{1}
\]

To prove it, trace the joint density matrix \(R\) over the sensors only, leaving operators on the emitter:

\[
X_{ab}=\mathrm{Tr}_s\!\left[s_1^{a_1}s_2^{a_2}R\,
s_1^{\dagger b_1}s_2^{\dagger b_2}\right],\qquad a_i,b_i\in\{0,1\}.
\]

These sixteen operators contain the whole of \(R\). Let \(n=a_1+a_2+b_1+b_2\). The free sensor evolution gives each left factor \(s_i\) the rate \(-i\omega_i-\Gamma/2\), and each right factor \(s_i^\dagger\) the complex conjugate rate. For the coupling, consider a moment with \(a_j=1\). The part of \(-i\varepsilon[\sigma s_j^\dagger,R]\) that acts from the left contains

\[
s_js_j^\dagger=1-s_j^\dagger s_j .
\]

The unit term removes the sensor operator and leaves \(-i\varepsilon\sigma X_{a_j\to0}\). In the second term, cyclicity of the sensor trace moves \(s_j^\dagger\) to the right of \(R\). The result has \(n+1\) sensor operators, or vanishes if \(s_j^\dagger\) was already there. The same identity on the right of \(R\) gives \(+i\varepsilon X_{b_j\to0}\sigma^\dagger\). Each remaining coupling term adds one sensor operator, or vanishes because \(s_j^2=0\). Hence

\[
\begin{aligned}
\dot X_{ab}={}&\Big[L-\tfrac{n\Gamma}{2}-i\sum_j(a_j-b_j)\omega_j\Big]X_{ab}
-i\varepsilon\sum_{a_j=1}\sigma X_{a_j\to0}\\
&+i\varepsilon\sum_{b_j=1}X_{b_j\to0}\sigma^\dagger
+\varepsilon\,(\text{moments with }n+1).
\end{aligned}
\]

Write \(X_{ab}=\varepsilon^n(-i)^{a_1+a_2}\,i^{\,b_1+b_2}\,Y_{ab}\). The sources from \(n-1\) then have coefficient one, while the terms from \(n+1\) carry \(\varepsilon\,\varepsilon^{n+1}/\varepsilon^n=\varepsilon^2\). The latter describe the saturation of the sensors and their action back on the emitter and, through it, on each other.

At \(\varepsilon=0\) the steady equations can be solved in order of increasing \(n\). For \(n>0\), the operator \(n\Gamma/2+i\sum_j(a_j-b_j)\omega_j-L\) is invertible, since its eigenvalues have positive real parts. For \(n=0\), the simple zero of \(L\) is fixed by unit trace. The finite linear system, with the trace condition replacing one redundant equation, is therefore nonsingular at \(\varepsilon=0\). By Cramer's rule its solution is analytic in \(\varepsilon^2\) near zero. This establishes the size of the correction in (1).

It remains to identify the leading term. Label the four possible operations by \(j\): left multiplication by \(\sigma\) with phase frequency \(\nu_j=\omega_1\) or \(\omega_2\), and right multiplication by \(\sigma^\dagger\) with \(\nu_j=-\omega_1\) or \(-\omega_2\). For a set \(A\) of \(k\) operations \(O_j\), the leading equations read

\[
\Big(\tfrac{k\Gamma}{2}+i\sum_{j\in A}\nu_j-L\Big)Y_A
=\sum_{j\in A}O_jY_{A\setminus j},\qquad Y_\varnothing=\rho. \tag{2}
\]

The inverse needed here is

\[
K_A=\int_0^\infty d\tau\,
e^{-(k\Gamma/2+i\sum_{j\in A}\nu_j)\tau}e^{L\tau}.
\]

Iterating (2) up to all four operations gives a sum over their \(4!=24\) orders. One order contributes

\[
\mathrm{Tr}\left[K_{A_4}O_{j_4}K_{A_3}O_{j_3}K_{A_2}O_{j_2}K_{A_1}O_{j_1}\rho\right],
\]

where \(A_k\) contains the first \(k\) operations. Read \(\tau_k\) as the time between operation \(j_k\) and the next one, with \(\tau_4\) running up to the observation time. Operation \(j_k\) has age \(u_{j_k}=\tau_k+\dots+\tau_4\), so

\[
\sum_{k=1}^{4}\tau_k\Big(\frac{k\Gamma}{2}+i\sum_{j\in A_k}\nu_j\Big)
=\sum_j\Big(\frac{\Gamma}{2}+i\nu_j\Big)u_j .
\]

The right side is the exponent supplied by the four filters. The quantum regression theorem, which belongs to the Markovian description, identifies the trace with the correlation function for that order of times. Later left operations stand further left and later right operations further right, as \(T_+\) and \(T_-\) require. The 24 orders fill the whole integration region of \(S_{12}\). For \(S_i\) there are two operations and two orders. The phases removed in the scaling multiply to one for populations, so

\[
\langle n_i\rangle=\varepsilon^2S_i+O(\varepsilon^4),\qquad
\langle n_1n_2\rangle=\varepsilon^4S_{12}+O(\varepsilon^6),
\]

and their ratio is (1).

Apply this to a resonantly driven emitter with

\[
H=\frac{\Omega}{2}(\sigma+\sigma^\dagger),\qquad
L\rho=-i[H,\rho]+\gamma\Big(\sigma\rho\sigma^\dagger
-\tfrac12\{\sigma^\dagger\sigma,\rho\}\Big).
\]

Let \(x=\langle\sigma+\sigma^\dagger\rangle\), \(y=i\langle\sigma-\sigma^\dagger\rangle\) and \(z=\langle|e\rangle\langle e|-|g\rangle\langle g|\rangle\). The commutators give

\[
\dot x=-\frac{\gamma}{2}x,\qquad
\dot y=-\frac{\gamma}{2}y-\Omega z,\qquad
\dot z=\Omega y-\gamma(z+1).
\]

The homogeneous \(y,z\) equations have the characteristic equation \((\lambda+\gamma/2)(\lambda+\gamma)+\Omega^2=0\). With the trace mode and the \(x\) mode, the eigenvalues of \(L\) are

\[
0,\qquad-\frac{\gamma}{2},\qquad
-\frac{3\gamma}{4}\pm i\sqrt{\Omega^2-\frac{\gamma^2}{16}} .
\]

In (2), the frequency sum \(\omega_1+\omega_2\) enters through the moment with two left operations and its conjugate with two right ones. The other pairs contain a frequency difference or zero, and a set of three contains a single frequency. The two-left resolvent is

\[
[\Gamma+i(\omega_1+\omega_2)-L]^{-1},
\]

which is resonant when \(\omega_1+\omega_2\) equals the imaginary part of an eigenvalue. For \(\Omega\gg\gamma\) these are the antidiagonals

\[
\omega_1+\omega_2=0,\ \pm\Omega .
\]

Physically, two photons together carry the energy difference of two laser-dressed states, while the intermediate state need not conserve energy. This is a leapfrog transition. A pole alone does not say how strong the bunching is, so the amplitude is needed.

Take \(\gamma\to0\) after the sensor limit, at fixed \(\Gamma\) and \(\Omega\). The steady Bloch equations give \(x=0\), \(z=-\gamma^2/(\gamma^2+2\Omega^2)\) and \(y=2\Omega\gamma/(\gamma^2+2\Omega^2)\), so \(\rho\to1/2\). The dressed states \(|\pm\rangle=(|g\rangle\pm|e\rangle)/\sqrt2\) have energies \(\pm\Omega/2\). Write \(\omega_{if}=E_i-E_f\) and \(\sigma_{fi}=\langle f|\sigma|i\rangle\). Then

\[
\sigma_{++}=\sigma_{-+}=\tfrac12,\qquad
\sigma_{+-}=\sigma_{--}=-\tfrac12 .
\]

During the filter memory the evolution is now unitary. If photon 1 comes first, set \(\tau_1=\tau_2+u\) for the ages of the two emissions. The \(u\) integral gives \([\Gamma/2+i(\omega_1-\omega_{im})]^{-1}\), and the \(\tau_2\) integral gives \([\Gamma+i(\omega_1+\omega_2-\omega_{if})]^{-1}\), because \(\omega_{im}+\omega_{mf}=\omega_{if}\). Adding the other order,

\[
B_{fi}=\frac{\displaystyle\sum_m\sigma_{fm}\sigma_{mi}
\left[\frac1{\Gamma/2+i(\omega_1-\omega_{im})}
+\frac1{\Gamma/2+i(\omega_2-\omega_{im})}\right]}
{\Gamma+i(\omega_1+\omega_2-\omega_{if})}. \tag{3}
\]

With equal initial populations,

\[
S_{12}=\frac12\sum_{if}|B_{fi}|^2,\qquad
S_j=\frac12\sum_{if}\frac{|\sigma_{fi}|^2}
{(\omega_j-\omega_{if})^2+\Gamma^2/4}. \tag{4}
\]

On an antidiagonal the denominator of (3) shrinks to \(\Gamma\), even if both one-photon denominators are large. Consider \(\Gamma\ll\Omega\) at the central midpoint \((\Omega/2,-\Omega/2)\). For \(i=f=+\), the intermediate state \(+\) cancels between the two orders, since \(1/\omega_1+1/\omega_2=0\). The state \(-\) gives

\[
|B_{++}|=\frac1{4\Gamma}\left|\frac1{\omega_1-\Omega}
-\frac1{\omega_1+\Omega}\right|
=\frac{\Omega}{2\Gamma|\Omega^2-\omega_1^2|}
=\frac{2}{3\Gamma\Omega}.
\]

The transition \(-\to-\) has the same magnitude, and transitions that change the dressed state are detuned by \(\Omega\). Thus \(S_{12}\simeq4/(9\Gamma^2\Omega^2)\). Equation (4) gives for either sensor

\[
S_j\simeq\frac18\left(\frac2{(\Omega/2)^2}+\frac1{(\Omega/2)^2}
+\frac1{(3\Omega/2)^2}\right)=\frac{14}{9\Omega^2}.
\]

At the outer midpoint \((\Omega/2,\Omega/2)\) the resonant transition is \(+\to-\). There \(\omega_2-\Omega=-\omega_1\) and \(\omega_1-\Omega=-\omega_2\), so

\[
|B_{-+}|=\frac1{2\Gamma}\left|\frac1{\omega_1}+\frac1{\omega_2}\right|
=\frac{2}{\Gamma\Omega},\qquad
S_{12}\simeq\frac{2}{\Gamma^2\Omega^2}.
\]

Dividing by \(S_1S_2\) gives

\[
g_2\!\left(\tfrac\Omega2,-\tfrac\Omega2\right)\to\frac9{49}\frac{\Omega^2}{\Gamma^2},
\qquad
g_2\!\left(\tfrac\Omega2,\tfrac\Omega2\right)\to\frac{81}{98}\frac{\Omega^2}{\Gamma^2}, \tag{5}
\]

for \(\gamma\ll\Gamma\ll\Omega\). The large ratio does not mean a large count rate. At \((0,0)\) the same limit gives \(S_{12}\simeq1/\Gamma^4\), so the central midpoint has a coincidence signal smaller by the factor \(4\Gamma^2/(9\Omega^2)\). Between the same two points the accidental coincidences \(S_1S_2\) fall further, by the factor \(196\Gamma^4/(81\Omega^4)\), and this is why the ratio is large.

Where an antidiagonal meets one-photon resonances, the result changes. At \((0,0)\) and \((\Omega,-\Omega)\), equations (3) and (4) give \(g_2\to1\) for \(\Gamma\ll\Omega\). At \((0,\Omega)\) the two photon orders interfere. For \(+\to-\), let \(B_1\) be the contribution with photon 1 first and \(B_2\) the other. With \(a=\Gamma/2\),

\[
\begin{aligned}
B_1&=\frac1{4\Gamma}\left(\frac1a-\frac1{a-i\Omega}\right),\qquad
B_2=\frac1{4\Gamma}\left(\frac1{a+i\Omega}-\frac1a\right),\\
\frac{|B_1+B_2|}{|B_1|}&=\frac{\Gamma}{\sqrt{\Omega^2+\Gamma^2/4}} .
\end{aligned}
\]

The resonant parts \(\pm1/a\) cancel. What survives, including the detuned transitions, makes \(S_{12}\) of order \(1/(\Gamma\Omega)^2\), while \(S_1S_2\simeq1/(2\Gamma^4)\). Hence \(g_2\) is of order \((\Gamma/\Omega)^2\) in this limit. The outer leapfrog lines are therefore interrupted by antibunching, and calling the whole line bunched would be wrong.

For a numerical case take a model emitter with \(\gamma=1.0\times10^{-7}\) eV, \(\Gamma=2.0\times10^{-7}\) eV and \(\Omega=3.0\times10^{-6}\) eV. Pure dephasing, molecular vibrations and detector noise are left out. At the central midpoint, the full time-ordered integral gives \(S_1=3.173\times10^{11}\,\mathrm{eV}^{-2}\) and \(S_{12}=1.046\times10^{24}\,\mathrm{eV}^{-4}\). The resonant spectrum is symmetric: complex conjugation combined with a sign change of \(|e\rangle\) leaves \(L\) unchanged and reverses the sensor frequencies. Thus \(S_2=S_1\), and

\[
g_2=\frac{1.046\times10^{24}}{(3.173\times10^{11})^2}=10.4 .
\]

The joint master equation with \(\varepsilon=5.0\times10^{-9}\) eV gives \(\langle n_1\rangle=7.93\times10^{-6}\), in agreement with \(\varepsilon^2S_1\), and a ratio of 10.386. At twice this coupling the ratio is 10.377. Removing the quadratic error gives \((4\times10.38586-10.37656)/3=10.389\), equal to the time integral at this precision. In a separate test at another drive and frequency pair, halving \(\varepsilon\) reduces the error by 3.97, close to the factor 4 required by (1).

At the outer midpoint \(g_2=41.6\). Since \(\Omega/\Gamma=15\), the estimates (5) would be 41 and 186, so neither applies quantitatively here: \(\gamma/\Gamma=1/2\) is not small. The parts show what changes. The estimate \(14/(9\Omega^2)=1.73\times10^{11}\,\mathrm{eV}^{-2}\) for \(S_1\) is too low by a factor 1.84, which enters \(g_2\) squared as 3.4. The coincidence signals are also below their estimates, by about 15% at the central midpoint and 25% at the outer one. Finite emitter decay thus lowers \(g_2\) mainly by raising the one-photon signal between the peaks. When \(\gamma/\Gamma\) is made very small, the dissipative calculation agrees with (3) and (4) over a whole map, and at large \(\Omega/\Gamma\) it reproduces both coefficients in (5).

Part of the two-photon map for the worked parameters is:

| \(\omega_1\backslash\omega_2\) | \(-\Omega\) | \(-\Omega/2\) | \(0\) | \(\Omega/2\) | \(\Omega\) |
|---|---:|---:|---:|---:|---:|
| \(-\Omega\) | 0.20 | 0.56 | 0.13 | 1.15 | 1.29 |
| \(-\Omega/2\) | 0.56 | 41.6 | 0.80 | 10.4 | 1.15 |
| \(0\) | 0.13 | 0.80 | 1.28 | 0.80 | 0.13 |
| \(\Omega/2\) | 1.15 | 10.4 | 0.80 | 41.6 | 0.56 |
| \(\Omega\) | 1.29 | 1.15 | 0.13 | 0.56 | 0.20 |

The central antidiagonal runs through 1.29, 10.4, 1.28, 10.4 and 1.29. Each outer one runs through 0.13, 41.6 and 0.13. The antibunching at \((\Omega,\Omega)\) has a different origin: two successive \(+\to-\) transitions cannot occur without a return to \(+\), so (3) has no doubly resonant path there. These arguments explain the suppression but not its size. At \(\Omega/\Gamma=15\), equations (3) and (4) give only 0.0025 at \((0,\Omega)\) and 0.011 at \((\Omega,\Omega)\). The values 0.13 and 0.20 are set mainly by the finite \(\gamma/\Gamma\): at \(\gamma/\Gamma=1/2\) they level off near 0.12 and 0.19 as \(\Omega\) grows, instead of falling as \((\Gamma/\Omega)^2\).

Scans across the lines confirm that these large values belong to ridges. At fixed \(\omega_1-\omega_2=\Omega\), the central ridge peaks at zero frequency sum and falls from 10.4 to 1.4 when the sum is shifted by \(8\times10^{-7}\) eV either way. Frequency reversal followed by exchange of the two sensors keeps the difference and changes the sign of the sum, so this profile is even. At equal sensor frequencies, the outer ridge peaks at a frequency sum \(4\times10^{-9}\) eV below \(\Omega\), a displacement of 2% of \(\Gamma\). No symmetry fixes its maximum at \(\Omega\), because frequency reversal carries this ridge to the one at \(-\Omega\).

Along the central line, every sampled point with \(|\omega_1|\le3\Omega/2\) has \(g_2>1\), but the minimum is only 1.08, reached about \(1.3\times10^{-7}\) eV on either side of the crossing at zero, where the value is 1.28. Along the outer line with \(-\Omega/2\le\omega_1\le3\Omega/2\), 91% of the sampled points are bunched. The minimum, 0.13, lies one scan step, \(5\times10^{-9}\) eV, from the crossing \(\omega_1=0\), where the resonant parts of the two photon orders cancel in the weak-decay limit. On the central line the midpoint is not the maximum between crossings: \(g_2\) rises from 10.4 to about 14 near \(|\omega_1|=0.63\,\Omega\), and beyond the sidebands it reaches 44 at \(|\omega_1|=3\Omega/2\).

## Computed results

```
Emitter decay gamma: 1.000e-07 eV
Sensor width Gamma: 2.000e-07 eV
Rabi frequency Omega: 3.000e-06 eV
Sideband pole offset: 2.999896e-06 eV
Generic test: error ratio on halving epsilon = 3.9731
central midpoint: w1=1.500e-06, w2=-1.500e-06 eV
  S1=3.17347e+11 eV^-2, S12=1.04626e+24 eV^-4
  epsilon=5.00e-09 eV: n1=7.93485e-06, n1n2=6.53913e-10
  sensor g2: coarse=10.37656, fine=10.38586
  extrapolated=10.38896, time integral=10.38896
  weak-decay limit of g2=41.66155
outer midpoint: w1=1.500e-06, w2=1.500e-06 eV
  S1=3.17347e+11 eV^-2, S12=4.18735e+24 eV^-4
  epsilon=5.00e-09 eV: n1=7.93851e-06, n1n2=2.61696e-09
  sensor g2: coarse=41.36824, fine=41.52584
  extrapolated=41.57837, time integral=41.57857
  weak-decay limit of g2=186.85437
Coarse coupling epsilon: 1.00e-08 eV
Weak-decay map: largest g2 difference = 7.66e-04
central g2*(Gamma/Omega)^2: numeric=0.183670, limit=0.183673
outer g2*(Gamma/Omega)^2: numeric=0.826506, limit=0.826531
Ridge central inner: shift=0.00e+00 eV, peak=10.389
  g2 at sum offsets -/+8.0e-07 eV: 1.378, 1.378
Ridge central outside: shift=0.00e+00 eV, peak=15.714
  g2 at sum offsets -/+8.0e-07 eV: 2.398, 2.398
Ridge outer inner: shift=-4.00e-09 eV, peak=41.589
  g2 at sum offsets -/+8.0e-07 eV: 5.655, 4.509
Ridge outer outside: shift=9.00e-09 eV, peak=16.812
  g2 at sum offsets -/+8.0e-07 eV: 2.713, 3.097
central line: 100.0% has g2>1; min=1.0783
  minimum at w1=-1.350e-07 eV
outer line: 90.7% has g2>1; min=0.1253
  minimum at w1=-5.000e-09 eV
Crossing (0,Omega): summed/single-order amplitude = 0.06663
g2 map; rows w1 and columns w2, both in eV
w1 \ w2   -4.5e-06  -3.0e-06  -1.5e-06   0.0e+00   1.5e-06   3.0e-06   4.5e-06
 -4.5e-06    0.7297    0.3578    0.6746    0.8923      16.8     1.445     43.66
 -3.0e-06    0.3578    0.2041    0.5559    0.1268     1.147     1.293     1.445
 -1.5e-06    0.6746    0.5559     41.58    0.7991     10.39     1.147      16.8
  0.0e+00    0.8923    0.1268    0.7991     1.283    0.7991    0.1268    0.8923
  1.5e-06      16.8     1.147     10.39    0.7991     41.58    0.5559    0.6746
  3.0e-06     1.445     1.293     1.147    0.1268    0.5559    0.2041    0.3578
  4.5e-06     43.66     1.445      16.8    0.8923    0.6746    0.3578    0.7297
```
